\section*{Slowest Capture Rate of an Absorbing Sphere in a Spherical Cell}

A mobile impurity of diffusivity $D$ fills a spherical cell of radius $R$, and a concentric sphere of radius $r$ captures every impurity atom that reaches it. If no net flux crosses the outer wall, the slowest rate at which the impurity disappears is
\begin{equation}
k=\frac{3Dr}{R^3}\left[1+\frac95\,\frac rR+O\!\left(\frac{r^2}{R^2}\right)\right].
\label{result}
\end{equation}
This is the basic model of internal gettering, in which precipitates inside a wafer remove dissolved metal. The cell stands for the volume served by one precipitate. Its wall passes no flux because an identical neighbour on the other side sends back as many atoms as it receives. The correction in the bracket depends on this condition and on the even spacing of sinks that it implies.

The concentration $c$ obeys $\partial c/\partial t=D\nabla^2c$. The number of atoms left depends only on the average of $c$ over angles. The angular part of the Laplacian integrates to zero over a sphere, so this average obeys the radial equation by itself. It is therefore enough to let $c$ depend on the distance $\rho$ from the centre and on time:
\begin{equation}
\frac{\partial c}{\partial t}=\frac{D}{\rho^2}\frac{\partial}{\partial\rho}\left(\rho^2\frac{\partial c}{\partial\rho}\right),\qquad c(r,t)=0,\qquad \left.\frac{\partial c}{\partial\rho}\right|_{R}=0 .
\end{equation}
A solution with a single decay rate has the form $c=\phi(\rho)e^{-kt}$, which gives $-D(\rho^2\phi')'=k\rho^2\phi$. Multiply by $\phi$ and integrate by parts. The boundary term $-D[\rho^2\phi\phi']_r^R$ vanishes, since $\phi(r)=0$ and $\phi'(R)=0$, and what remains is
\begin{equation}
k\int_r^R\phi^2\rho^2\,d\rho=D\int_r^R\phi'^2\rho^2\,d\rho .
\end{equation}
The right side is positive: it could vanish only for constant $\phi$, and $\phi(r)=0$ would make that constant zero. Every rate is thus positive, and we may write $k=D\lambda^2$ with $\lambda>0$.

Put $\phi=u/\rho$. Then $\rho^2\phi'=\rho u'-u$, whose derivative is $\rho u''$, so the equation becomes $u''=-\lambda^2u$. The solution that vanishes at $r$ is, up to a constant factor, $u=\sin[\lambda(\rho-r)]$. At the wall, $\phi'(R)=0$ means $Ru'(R)=u(R)$, or
\begin{equation}
\lambda R\cos[\lambda(R-r)]=\sin[\lambda(R-r)] .
\end{equation}
The cosine cannot be zero here, because the sine would then be $\pm1$ and the two sides would differ. Dividing by it, and defining $\varepsilon=r/R$ and $x=\lambda R$, we obtain
\begin{equation}
\tan[x(1-\varepsilon)]=x,\qquad k=\frac{Dx^2}{R^2}.
\label{eigen}
\end{equation}

To locate the smallest root, let $\theta=x(1-\varepsilon)$, so that $\tan\theta/\theta=1/(1-\varepsilon)$. For $0<\theta<\pi/2$ the left side has the derivative $(\theta-\sin\theta\cos\theta)/(\theta^2\cos^2\theta)$, which is positive, and it rises from 1 to infinity. It takes the value $1/(1-\varepsilon)>1$ once in this interval. That root is the slowest mode. As $\varepsilon\to0$ the required value tends to 1, so $\theta$ and $x$ tend to zero. The next root has $\theta>\pi$, because the tangent is negative between $\pi/2$ and $\pi$. The slowest rate therefore becomes small for a small sink, while all the other rates of the radial equation stay above $\pi^2D/R^2$.

Since $x$ is small, the tangent can be expanded, with $\tan\theta=\theta+\theta^3/3+2\theta^5/15+17\theta^7/315+\dots$. Insert $\theta=x(1-\varepsilon)$, divide by $x$, and write $y=x^2$. Moving $1-\varepsilon$ to the other side leaves
\begin{equation}
\varepsilon=\frac y3(1-\varepsilon)^3+\frac{2y^2}{15}(1-\varepsilon)^5+\frac{17y^3}{315}(1-\varepsilon)^7+\dots
\label{series}
\end{equation}
At lowest order $y=3\varepsilon$. This fixes the counting: $y^2$ is of order $\varepsilon^2$ and must be kept for the first correction. Let $y=3\varepsilon(1+a\varepsilon+b\varepsilon^2+\dots)$. The terms of order $\varepsilon^2$ on the right of \eqref{series} are $a-3$ from the first term and $2\cdot9/15=6/5$ from the second. The left side has none, so
\begin{equation}
a-3+\frac65=0,\qquad a=\frac95 .
\end{equation}
At order $\varepsilon^3$ the three terms contribute $b-3a+3$, $\tfrac65(2a-5)$ and $17\cdot27/315=51/35$. Their sum must vanish, and with $2a-5=-7/5$ this gives
\begin{equation}
b=3a-3-\frac65(2a-5)-\frac{51}{35}
=\frac{12}{5}+\frac{42}{25}-\frac{51}{35}=\frac{459}{175}\approx2.62 .
\end{equation}
Since $k=Dy/R^2$, the value of $a$ proves \eqref{result}, and $b\varepsilon^2$ estimates what the first correction leaves out. A high-precision root of \eqref{eigen} at $\varepsilon=10^{-5}$ gives 1.800026 for $(y/3\varepsilon-1)/\varepsilon$. The excess over $9/5$, divided by $\varepsilon$, is 2.62289, against $459/175=2.62286$.

The leading term has a simple meaning. Around an isolated absorbing sphere the steady profile is $c=c_\infty(1-r/\rho)$, and the capture rate is $4\pi r^2Dc'(r)=4\pi Drc_\infty$. With one sink per cell, the sink density is $n=3/(4\pi R^3)$, and $4\pi Drn=3Dr/R^3$. The rate is proportional to the radius of the sink, not to its area, because the supply is limited by diffusion through the surrounding material.

The number $9/5$ can be traced to the finite cell by a second calculation. Start with a uniform concentration $c_0$ and define
\begin{equation}
T(\rho)=\int_0^\infty\frac{c(\rho,t)}{c_0}\,dt .
\end{equation}
The volume average $\bar T$ is the time integral of the fraction of atoms remaining, which is the mean capture time. Integrating the diffusion equation over time gives $D\nabla^2T=-1$, because $c/c_0$ falls from 1 to 0. The boundary conditions carry over: $T(r)=0$ and $T'(R)=0$. One integration of $(\rho^2T')'=-\rho^2/D$, from $\rho$ to $R$, yields
\begin{equation}
\rho^2T'=\frac{R^3-\rho^3}{3D}.
\end{equation}
The average needs only this derivative. Multiply $D\nabla^2T=-1$ by $T$ and integrate by parts over the volume between the spheres; the boundary terms vanish as before. The result is $\int T\,dV=D\int T'^2\,dV$, and hence
\begin{align}
\bar T&=\frac{3D}{R^3-r^3}\int_r^R\rho^2T'^2\,d\rho
=\frac{1}{3D(R^3-r^3)}\int_r^R\frac{(R^3-\rho^3)^2}{\rho^2}\,d\rho\notag\\
&=\frac{1}{3D(R^3-r^3)}\left[R^6\left(\frac1r-\frac1R\right)-R^3(R^2-r^2)+\frac{R^5-r^5}{5}\right]\notag\\
&=\frac{R^3}{3Dr}\;\frac{1-\tfrac95\varepsilon+\varepsilon^3-\tfrac15\varepsilon^6}{1-\varepsilon^3}.
\label{meantime}
\end{align}
The coefficient is $9/5=1+1-1/5$. The first 1 arises because the diffusion path ends at $R$ instead of at infinity. The remaining $1-1/5$ arises because the squared factor $(1-\rho^3/R^3)^2$ reduces the integrand at large $\rho$: only atoms that started farther out than $\rho$ have to cross that radius.

A cruder estimate shows that the place where the atoms are supplied matters. Suppose atoms were fed in at the wall to hold a steady profile proportional to $1-r/\rho$. The volume average of $r/\rho$ is $3r/(2R)$ at first order. The capture rate per atom in the cell would then be $(3Dr/R^3)(1+\tfrac32\varepsilon)$. In that steady state the full flux crosses every radius, whereas in the closed cell the atoms are supplied from the interior. The correct coefficient is larger by $3/10$.

The mean time and the slowest rate are related through the modes. The radial operator with these boundary conditions is self-adjoint, so modes $\phi_j$ with different rates $k_j$ are orthogonal under the volume integral. Expanding the uniform start in them and integrating over the cell gives the remaining fraction
\begin{equation}
f(t)=\sum_jw_je^{-k_jt},\qquad w_j=\frac{\left(\int\phi_j\,dV\right)^2}{V\int\phi_j^2\,dV},\qquad \sum_jw_j=1,
\end{equation}
where $V=4\pi(R^3-r^3)/3$. No weight is negative. Integration over time gives $\bar T=\sum_jw_j/k_j$. Each $1/k_j$ is at most $1/k$, and the slowest mode alone contributes $w/k$, where $w$ is its weight. Therefore
\begin{equation}
\frac{w}{\bar T}\le k\le\frac1{\bar T}.
\label{bounds}
\end{equation}

The weight follows from two integrals. Integrating the mode equation once gives $\lambda^2\int_r^R\phi\rho^2d\rho=r^2\phi'(r)$, because the flux at $R$ is zero. With $\phi'(r)=\lambda/r$, the integral equals $r/\lambda$. The other integral is
\begin{equation}
\int_r^R\sin^2[\lambda(\rho-r)]\,d\rho=\frac{R-r}{2}-\frac{\sin2\theta}{4\lambda}
=\frac R2\left[1-\varepsilon-\frac1{1+x^2}\right],
\end{equation}
where $\sin2\theta=2\tan\theta/(1+\tan^2\theta)=2x/(1+x^2)$ and $\lambda=x/R$ were used. Inserting both into the definition of $w$,
\begin{equation}
w=\frac{6(\varepsilon/x)^2}{(1-\varepsilon^3)\left[1-\varepsilon-1/(1+x^2)\right]} .
\label{weight}
\end{equation}
For small $\varepsilon$ this is close to 1. To see how close, multiply the series for $k$ by \eqref{meantime}:
\begin{equation}
k\bar T=1+\left(\frac{459}{175}-\frac{81}{25}\right)\varepsilon^2+O(\varepsilon^3)=1-\frac{108}{175}\varepsilon^2+O(\varepsilon^3).
\end{equation}
On the other hand $1-k\bar T=\sum_{j\ge2}w_j(1-k/k_j)$, where each $k/k_j$ is of order $\varepsilon$. The weight missing from the slowest mode is thus $\tfrac{108}{175}\varepsilon^2$ at leading order. After a short transient a uniformly filled cell empties as $f\simeq we^{-kt}$, and a remaining fraction of 1\% is reached at $t=\ln(100w)/k$.

The expansion fails when the sink fills much of the cell. As $r\to R$ the right side of $\tan\theta=\theta/(1-\varepsilon)$ diverges, so $\theta\to\pi/2$ and $k\to\pi^2D/[4(R-r)^2]$. This is the rate for a thin flat layer with one absorbing and one reflecting face. It grows without limit, while the first-order formula stops at $8.4\,D/R^2$. The first-order rate falls below the full one by 0.64\% of the latter at $\varepsilon=0.05$, by 2.5\% at 0.1 and by 9.4\% at 0.2. The term $b\varepsilon^2$ puts the limit for 1\% accuracy near $\varepsilon=0.06$.

For an example, take rough, round values in the regime of interstitial iron captured by oxide precipitates in silicon: $D=10^{-7}\ \mathrm{cm^2/s}$ at 850 K, $r=60$ nm and $n=10^{10}\ \mathrm{cm^{-3}}$. The cell radius is
\begin{equation}
R=\left(\frac{3}{4\pi n}\right)^{1/3}=2879\ \mathrm{nm},\qquad \varepsilon=\frac{60}{2879}=0.0208 .
\end{equation}
With lengths in centimetres, the leading rate is
\begin{equation}
\frac{3Dr}{R^3}=\frac{3\,(10^{-7})(6.0\times10^{-6})}{(2.879\times10^{-4})^3}\ \mathrm{s^{-1}}=0.0754\ \mathrm{s^{-1}} .
\end{equation}
The correction $9\varepsilon/5$ is 3.75\%, which raises the rate to $0.0782\ \mathrm{s^{-1}}$. The root of \eqref{eigen} is $x=0.2548$ and gives $0.0783\ \mathrm{s^{-1}}$, a total correction of 3.87\%. The first-order value is low by 0.11\% of the full rate, as $b\varepsilon^2$ predicts. A direct discretization of the radial diffusion equation, which does not use \eqref{eigen}, gives $0.078314\ \mathrm{s^{-1}}$ against $0.078315\ \mathrm{s^{-1}}$ from the root.

The second mode decays 325 times faster than the first, so the transient lasts a few hundredths of a second. The slowest mode lacks only $2.6\times10^{-4}$ of the initial atoms. The mean capture time, 12.766 s, lies just below $1/k=12.769$ s, as \eqref{bounds} requires. The remaining fraction reaches 1\% after 58.8 s; the leading rate with unit weight would give 61.1 s. Numerical integration in time from a uniform start leaves 1.000\% at the predicted moment.

Whether a correction of 3.75\% is worth keeping depends on what else is uncertain. The most basic question is the arrangement of the sinks. For many sinks at positions $\mathbf x_i$ in a periodic box of volume $\Omega$, the mean capture time again follows from $D\nabla^2T=-1$. If the sinks are small compared with their spacing, write
\begin{equation}
T(\mathbf x)=\bar T-\frac1D\sum_jq_jG(\mathbf x-\mathbf x_j),\qquad -\nabla^2G=\delta-\frac1\Omega,\qquad \sum_jq_j=\Omega,
\end{equation}
where $G$ is periodic with zero average. The last condition makes $D\nabla^2T$ equal to $-1$ between the sinks. Requiring $T=0$ at every sink gives $\sum_jG_{ij}q_j=D\bar T$, where $G_{ii}$ is evaluated at distance $r$ from the sink's own centre. Solving for the $q_j$ and summing them,
\begin{equation}
\frac1{\bar T}=\frac D\Omega\sum_{ij}(G^{-1})_{ij}.
\end{equation}
For a simple cubic array with the example's $r$ and $n$, this rate exceeds $4\pi Drn$ by 3.81\%, so the spherical cell is a good stand-in for this lattice. For random positions without overlap the excess is only $0.67\pm0.04\%$ with 512 sinks in the box, and $0.71\pm0.05\%$ with 216; the errors are statistical. A finite periodic box also biases these figures upward, by an amount that vanishes as the number of sinks grows; for a very large box the dilute-limit excess $\sqrt{3\varepsilon^3}$ is 0.52\%. Most of the correction is therefore absent when the sinks are placed at random at this density. A plausible reason, offered as a conjecture, is that sinks in crowded regions compete while large empty regions drain slowly. These figures concern the mean capture time; the decay of a random arrangement need not be a single exponential.

Temperature matters more. If $D$ has an activation energy of 0.7 eV, a rise from 850 K to 860 K multiplies it by $\exp[(0.7\ \mathrm{eV}/k_{\mathrm B})(1/850\ \mathrm K-1/860\ \mathrm K)]$. With all else fixed, the rate increases by 11.8\%, three times the cell correction.

Imperfect capture can be described by a slip length $\ell$ through $c(r)=\ell c'(r)$. An outer profile $c_\infty(1-r_{\mathrm e}/\rho)$ then requires $1-r_{\mathrm e}/r=\ell r_{\mathrm e}/r^2$, so the effective radius is $r_{\mathrm e}=r/(1+\ell/r)$. For $\ell=0.25$ nm, about one atomic jump, the leading rate falls by 0.42\%, and the full cell rate by 0.43\%. If $\ell$ were as large as $r$, the leading rate would be halved.

An electric attraction acts in the other direction. Let a singly charged metal atom be attracted by one opposite elementary charge on the precipitate, with energy $-k_{\mathrm B}T_{\mathrm a}\,l/\rho$ at absolute temperature $T_{\mathrm a}$. For a relative permittivity of 12, $l=1.64$ nm. In steady flow the quantity $ce^{-l/\rho}$ has the gradient $Fe^{-l/\rho}/(4\pi D\rho^2)$, where $F$ is the number captured per second. Integrating from $r$ to infinity gives $c_\infty=F(1-e^{-l/r})/(4\pi Dl)$, so the effective radius is $l/(1-e^{-l/r})\approx r+l/2$. The increase is 1.4\%. This is an upper limit. At 850 K the intrinsic carriers of silicon, about 1 to $2\times10^{17}\ \mathrm{cm^{-3}}$ depending on the band parameters used, screen the charge within 10 to 14 nm, much less than $r$. For one charge spread over the surface of the precipitate, this lowers the increase to between 0.05 and 0.07\%. A real oxide surface can carry many charges, of either sign. At $10^{11}\ \mathrm{cm^{-2}}$, or about 45 charges on this precipitate, the screened effect is 2 to 3\%: a gain for attraction, a loss for repulsion. A charged atom is also repelled by its image in the oxide, whose permittivity is only about 4; a continuum estimate puts this loss at roughly 0.5 to 0.8\%, more than the gain from a single charge. All of these figures apply only to charged atoms, and in intrinsic silicon at this temperature most interstitial iron is neutral.

The faces of the wafer also capture metal. If they absorb perfectly and the thickness is $d=700\ \mu\mathrm m$, the slowest drainage through them alone has the rate $\pi^2D/d^2=2.0\times10^{-4}\ \mathrm{s^{-1}}$, only 0.26\% of $k$. From a uniform start, however, each face also empties a layer of depth about $\sqrt{D/k}=11\ \mu\mathrm m$. With the precipitates treated as a uniform loss at rate $k$, the two faces take a fraction $2\sqrt{D/k}/d=3.2\%$ of the atoms. A precipitate-free zone of $20\ \mu\mathrm m$ under each face would raise this share to about 5\%. Either loss is comparable with the cell correction, so the capture times above describe the interior of the wafer, away from its faces.

The growth of the precipitates is negligible. An initial metal concentration of $10^{13}\ \mathrm{cm^{-3}}$ supplies 1000 atoms per precipitate. At $0.02\ \mathrm{nm^3}$ each they enlarge its radius by less than $10^{-5}$ of its value.

Set beside real silicon wafers, the chosen precipitate density is high, and the metal concentration represents heavy contamination. The latter does not affect $k$ in the model, which is linear. In a real wafer it can: the metal must first nucleate its own precipitate on the oxide, which needs a high supersaturation, and until the oxide is covered the capturing radius and the number of active sinks can be smaller than $r$ and $n$. The model describes the diffusion-limited stage, not this nucleation. With $4.4\times10^{22}$ oxygen atoms per $\mathrm{cm^3}$ of oxide, the precipitates, which fill a fraction $\varepsilon^3$ of the wafer, hold about $4\times10^{17}$ oxygen atoms per $\mathrm{cm^3}$ of wafer. This is compatible with the roughly $10^{18}\ \mathrm{cm^{-3}}$ found in crucible-grown crystals. Real precipitates are neither evenly spaced nor all equal spheres, and the first of these departures alone can reduce the correction from nearly 4\% to below 1\%. Nor does capture continue to zero concentration: if the metal at the precipitate surface stays at a fixed solubility $c_{\mathrm s}$, the difference $c-c_{\mathrm s}$ obeys the equations above, and the same rate leads to a floor at $c_{\mathrm s}$. A precipitate density that varies strongly across the wafer can have a larger effect: a sinusoidal variation with an amplitude of half the mean and a period of $100\ \mu\mathrm m$ lengthens the mean capture time by about 9\% and the time to reach 1\% by about 16\%. Shape can matter even more. An oblate spheroid with half-axes $a_1>a_2$ has the effective radius $\sqrt{a_1^2-a_2^2}/\arccos(a_2/a_1)$, which for $a_2/a_1=0.1$ is 46\% larger than the radius of a sphere of equal volume. For the example's conditions, take spherical precipitates that capture metal on contact, carry little charge and have nearly the same density throughout the region considered. Then $4\pi Drn$, with $r$ the mean radius, is adequate unless the sinks are close to evenly spaced and $D$, $r$ and $n$ are all known to within a few per cent, which for $D$ requires the temperature to within a few kelvin. The numerical output lists the main values.

\section*{Numbers as computed}
\begin{verbatim}
Diffusivity D = 1.0e-07 cm^2/s
Temperature = 850 K; kT = 0.07325 eV
Sink radius r = 60 nm
Sink density = 1.0e+10 cm^-3
Initial metal = 1.0e+13 cm^-3
Cell radius R = 2879.4 nm
r/R = 0.02084
Oxygen held in precipitates = 3.98e+17 cm^-3
(oxide taken with 4.4e+22 O atoms per cm^3)
Slowest root x = 0.254815; second root = 4.59377
Leading rate 3Dr/R^3 = 0.075398 1/s
First-order rate = 0.078226 1/s
Full cell rate = 0.078315 1/s
Finite-volume rate = 0.078314 1/s
Correction 9r/(5R) = 3.751 %
Full correction = 3.868 %
First-order rate error = -0.1127 %
Mean capture time = 12.7657 s
Inverse full rate = 12.7690 s
Second-mode rate = 25.453 1/s
Second/slowest rate ratio = 325.0
Weight missing from slowest mode = 2.619e-04
Time to 1% remaining = 58.800 s
Same time from leading rate = 61.078 s
Integrated remaining fraction = 1.0000 %
First series coefficient at r/R=1e-5: 1.800026
Second series coefficient: 2.62289
459/175 = 2.62286
Mean-time coefficient at r/R=1e-4: 1.80000
r/R, full k/(3Dr/R^3), first-order value, error in %
  0.01  1.01827  1.01800  -0.026
  0.05  1.09702  1.09000  -0.640
  0.10  1.21016  1.18000  -2.492
  0.20  1.50143  1.36000  -9.420
Simple cubic sinks: coefficient of r/R = 1.7601
Simple cubic sinks: correction = 3.807 %
Random, 216 sinks: correction = 0.705 %
  standard error = 0.052 %
Random, 512 sinks: correction = 0.671 %
  standard error = 0.036 %
Box-size shift = -0.034 %
Activation energy = 0.70 eV; +10 K: rate +11.75 %
Slip length 0.25 nm: rate -0.431 %
Relative permittivity = 12.0
Coulomb length = 1.638 nm
One attracting charge: radius +1.371 %
Wafer thickness = 700 um
Face-loss rate = 2.014e-04 1/s
Face-loss/capture rate = 0.257 %
Captured atoms per sink = 1000
Volume per captured atom = 0.020 nm^3
Sink radius growth = 7.37e-04 %
\end{verbatim}
